# Angle-Resolved Cancellation of Phonon Fluxes Between Two Isotropic Solids: verification in Python

```python
# Result under test: two isotropic elastic solids, welded at z = 0 and held at
# one temperature, exchange equal and opposite phonon power in every pair of
# modes (i in the lower solid, j in the upper), at every frequency and every
# pair of directions joined by Snell's law:
#   hbar w n w^2 cos(th_i) tau_ij dOmega_i / (8 pi^3 c_i^2) = same with i<->j.
# w: angular frequency, n: Bose occupation, c: sound speed, th: angle from the
# normal, tau: transmitted power fraction, p = sin(th)/c: common slowness.
# A solid is (density g/cm^3, longitudinal speed km/s, transverse speed km/s).
# Modes: 0 = L, 1 = SV, 2 = SH. Side 0 is the lower solid, side 1 the upper.
import numpy as np
from scipy.constants import hbar, k as kB, h, m_e
from scipy.integrate import quad
from scipy.optimize import brentq

NAMES = ("L", "SV", "SH")


def speed(solid, mode):
    return solid[1] if mode == 0 else solid[2]


def wave(solid, mode, p, direction):
    """Displacement d and traction t (over i*w) of a plane wave at z = 0."""
    rho, cl, ct = solid
    c = speed(solid, mode)
    q = direction * np.sqrt(complex(1 / c**2 - p**2))
    s = np.array([p, 0, q], dtype=complex)
    if mode == 0:
        d = c * s
    elif mode == 1:
        d = c * np.array([q, 0, -p], dtype=complex)
    else:
        d = np.array([0, 1, 0], dtype=complex)
    mu = rho * ct**2
    lam = rho * cl**2 - 2 * mu
    t = mu * (d * q + s * d[2])
    t[2] += lam * np.sum(d * s)
    return np.concatenate([d, t])


def normal_flux(w):
    return 0.5 * np.real(np.sum(w[3:] * np.conj(w[:3])))


def scatter(solids, p, side):
    """Power fractions [incident mode, outgoing side, outgoing mode]."""
    out = [wave(solids[0], m, p, -1) for m in range(3)]
    out += [wave(solids[1], m, p, +1) for m in range(3)]
    matrix = np.column_stack(out[:3] + [-w for w in out[3:]])
    out_flux = np.array([abs(normal_flux(w)) for w in out])
    result = np.zeros((3, 2, 3))
    for m in range(3):
        if abs(p) * speed(solids[side], m) >= 1:
            continue  # an evanescent wave cannot arrive from far away
        inc = wave(solids[side], m, p, 1 if side == 0 else -1)
        amp = np.linalg.solve(matrix, -inc if side == 0 else inc)
        power = np.abs(amp)**2 * out_flux / abs(normal_flux(inc))
        result[m] = power.reshape(2, 3)
    return result


# --- energy conservation, reciprocity and the SH formula, random solids ------
rng = np.random.default_rng(5)
worst_energy = worst_recip = worst_sh = 0.0
evanescent_cases = 0
for trial in range(400):
    pair = []
    for _ in range(2):
        ct = rng.uniform(1, 7)
        pair.append((rng.uniform(2, 20), ct * rng.uniform(1.5, 2.2), ct))
    p = rng.uniform(0.01, 0.99) / min(pair[0][2], pair[1][2])
    up, down = scatter(pair, p, 0), scatter(pair, -p, 1)
    evanescent_cases += any(p * speed(s, m) > 1 for s in pair for m in (0, 1))
    for side, res in ((0, up), (1, down)):
        for m in range(3):
            if p * speed(pair[side], m) < 1:
                worst_energy = max(worst_energy, abs(res[m].sum() - 1))
    for i in range(3):
        for j in range(3):
            if p * speed(pair[0], i) < 1 and p * speed(pair[1], j) < 1:
                diff = abs(up[i, 1, j] - down[j, 0, i])
                worst_recip = max(worst_recip, diff)
    if p * max(pair[0][2], pair[1][2]) < 1:
        a, b = [s[0] * s[2] * np.sqrt(1 - (p * s[2])**2) for s in pair]
        worst_sh = max(worst_sh, abs(up[2, 1, 2] - 4 * a * b / (a + b)**2))
assert evanescent_cases > 50
assert worst_energy < 1e-8 and worst_recip < 1e-8 and worst_sh < 1e-8

# --- selection rule: only waves of opposite k_z contribute to W -------------
COPPER = (8.9, 4.8, 2.3)    # rough isotropic values
OXIDE = (4.0, 11.0, 6.4)    # round model values, stiff and light
SOLIDS = (COPPER, OXIDE)
worst_w = 0.0
for solid in SOLIDS:
    for p in (0.4 / solid[1], 1.3 / solid[1]):
        for ma in range(3):
            for mb in range(3):
                for sa in (1, -1):
                    for sb in (1, -1):
                        A = wave(solid, ma, p, sa)
                        B = wave(solid, mb, -p, sb)
                        W = np.sum(A[3:] * B[:3]) - np.sum(B[3:] * A[:3])
                        if ma == mb and sa == -sb:
                            assert abs(W) > 0.1
                            if p * speed(solid, ma) < 1:
                                assert abs(abs(W) / abs(normal_flux(A)) - 4) < 1e-9
                        else:
                            worst_w = max(worst_w, abs(W))
assert worst_w < 1e-10


# --- incident flux by counting the modes of a large box ---------------------
def counted_flux(c, th_a, th_b, w_a, w_b, size=140):
    """Sum of c*cos(th)/volume over box modes in a band and a cone shell."""
    box = 2 * np.pi * size * c / w_b
    n = np.arange(size) + 0.5
    r = np.sqrt(n[:, None, None]**2 + n[None, :, None]**2 + n[None, None, :]**2)
    cosine = n[None, None, :] / r
    w = 2 * np.pi * c * r / box
    keep = (w > w_a) & (w < w_b) & (cosine < np.cos(th_a)) & (cosine > np.cos(th_b))
    return 4 * c * cosine[keep].sum() / box**3


p_a, p_b = np.sin(np.radians([5.0, 20.0])) / COPPER[2]
counts = []
for solid in SOLIDS:
    c = solid[2]
    th_a, th_b = np.arcsin(p_a * c), np.arcsin(p_b * c)
    number = counted_flux(c, th_a, th_b, 0.6, 1.0)
    angular = np.pi * (np.sin(th_b)**2 - np.sin(th_a)**2)
    formula = (1.0 - 0.6**3) / 3 * angular / (8 * np.pi**3 * c**2)
    assert abs(number / formula - 1) < 0.01  # finite box: ragged shell edges
    counts.append(number)
assert abs(counts[0] / counts[1] - 1) < 0.01

# --- worked example: opposite fluxes, each integrated in its own angle -------
T = 4.0
FREQ = 0.2e12
omega = 2 * np.pi * FREQ
bose = 1 / np.expm1(hbar * omega / (kB * T))
GX, GW = np.polynomial.legendre.leggauss(16)


def ring_flux(side, source, target, p_lo, p_hi):
    """W/m^2 per GHz sent from a mode of one side into a mode of the other."""
    c = speed(SOLIDS[side], source)
    a, b = np.arcsin(p_lo * c), np.arcsin(p_hi * c)
    total = 0.0
    for x, weight in zip(GX, GW):
        th = 0.5 * (a + b) + 0.5 * (b - a) * x
        tau = scatter(SOLIDS, np.sin(th) / c, side)[source, 1 - side, target]
        total += 0.5 * (b - a) * weight * 2 * np.pi * np.sin(th) * np.cos(th) * tau
    density = hbar * omega * bose * omega**2 / (8 * np.pi**3 * (1e3 * c)**2)
    return density * total * 2 * np.pi * 1e9


print("copper: density %.1f g/cm3, cL %.1f, cT %.1f km/s" % COPPER)
print("dielectric: density %.1f g/cm3, cL %.1f, cT %.1f km/s" % OXIDE)
print(f"temperature {T:.1f} K, frequency {FREQ/1e12:.2f} THz, occupation {bose:.4f}")
print(f"largest reciprocity error, random solids: {worst_recip:.1e}")
print(f"largest energy-balance error, random solids: {worst_energy:.1e}")
print(f"box count, dielectric/copper incident flux: {counts[1]/counts[0]:.4f}")
for c_up, label in ((OXIDE[1], "L"), (OXIDE[2], "T")):
    crit = np.degrees(np.arcsin(COPPER[2] / c_up))
    print(f"critical angle, T in copper to {label} in dielectric: {crit:.2f} deg")
for centre in (5.0, 15.0):
    p_lo, p_mid, p_hi = np.sin(np.radians([centre - 1, centre, centre + 1])) / COPPER[2]
    print(f"RING {centre-1:.0f} to {centre+1:.0f} deg (T in copper); Cu->diel channels:")
    up, down = scatter(SOLIDS, p_mid, 0), scatter(SOLIDS, p_mid, 1)
    for i in range(3):
        for j in range(3):
            ci, cj = speed(COPPER, i), speed(OXIDE, j)
            if (i == 2) != (j == 2) or p_hi * max(ci, cj) >= 1:
                continue
            forward = ring_flux(0, i, j, p_lo, p_hi)
            back = ring_flux(1, j, i, p_lo, p_hi)
            assert forward > 0 and abs(forward / back - 1) < 1e-7
            angles = [np.degrees(np.arcsin(p_mid * c)) for c in (ci, cj)]
            solid_angle = [2e3 * np.pi * (np.sqrt(1 - (p_lo * c)**2)
                           - np.sqrt(1 - (p_hi * c)**2)) for c in (ci, cj)]
            print(f" {NAMES[i]}->{NAMES[j]}: angles {angles[0]:.2f}, {angles[1]:.2f} deg;"
                  f" rings {solid_angle[0]:.1f}, {solid_angle[1]:.1f} msr")
            print(f"   tau {up[i,1,j]:.5f}, back {down[j,0,i]:.5f};"
                  f" flux {forward:.5f}, back {back:.5f} W/m2/GHz")


# --- all angles and frequencies ---------------------------------------------
def crossing_sum(side, nodes=60):
    """Sum over modes of the integral of cos(th)*tau/c^2 (s^2/km^2)."""
    x, weights = np.polynomial.legendre.leggauss(nodes)
    x, weights = 0.5 * (x + 1), 0.5 * weights
    all_speeds = COPPER[1:] + OXIDE[1:]
    total = 0.0
    for m in range(3):
        c = speed(SOLIDS[side], m)
        edges = sorted([0.0, np.pi / 2] + [np.arcsin(c / v) for v in all_speeds if v > c])
        for a, b in zip(edges[:-1], edges[1:]):
            for xi, wi in zip(x, weights):
                th = a + (b - a) * np.sin(np.pi * xi / 2)**2
                jac = (b - a) * np.pi / 2 * np.sin(np.pi * xi)
                tau = scatter(SOLIDS, np.sin(th) / c, side)[m, 1 - side].sum()
                total += wi * jac * 2 * np.pi * np.sin(th) * np.cos(th) * tau / c**2
    return total


sums = [crossing_sum(side) for side in (0, 1)]
assert abs(sums[0] / sums[1] - 1) < 1e-6
means = [S / (np.pi * (1 / s[1]**2 + 2 / s[2]**2)) for S, s in zip(sums, SOLIDS)]


def one_way_flux(S, temperature):
    """W/m^2 by quadrature of the Planck spectrum, S in s^2/km^2."""
    integral = quad(lambda y: y**3 / np.expm1(y * T / temperature), 0, 80,
                    epsabs=0, epsrel=1e-11, limit=200)[0]
    return S * 1e-6 * (kB * T)**4 / hbar**3 * integral / (8 * np.pi**3)


fluxes = [one_way_flux(S, T) for S in sums]
assert abs(fluxes[0] / (np.pi * kB**4 * T**4 * sums[0] * 1e-6 / (120 * hbar**3)) - 1) < 1e-8
G = np.pi * kB**4 * T**3 * sums[0] * 1e-6 / (30 * hbar**3)
step = 0.01
G_numeric = (one_way_flux(sums[0], T + step) - one_way_flux(sums[0], T - step)) / (2 * step)
assert abs(G_numeric / G - 1) < 1e-4  # finite-difference error is (step/T)^2
net = one_way_flux(sums[0], T + 0.1) - one_way_flux(sums[1], T)
print(f"crossing sum S: from copper {sums[0]:.6f}, from dielectric {sums[1]:.6f} s2/km2")
print(f"mean transmission: from copper {means[0]:.4f}, from dielectric {means[1]:.4f}")
print(f"one-way flux: from copper {fluxes[0]:.2f}, from dielectric {fluxes[1]:.2f} W/m2")
print(f"conductance G at {T:.1f} K: {G:.1f} W/(m2 K) = {G/1e6:.5f} MW/(m2 K)")
print(f"net flux, copper 0.1 K warmer: {net:.2f} W/m2")

# --- size of neglected effects ----------------------------------------------
x_peak = brentq(lambda x: 3 * (1 - np.exp(-x)) - x, 1, 5)
f_peak = x_peak * kB * T / h
k_t = 2 * np.pi * f_peak / (COPPER[2] * 1e3)
k_l = 2 * np.pi * f_peak / (COPPER[1] * 1e3)
print(f"spectral peak {f_peak/1e12:.3f} THz, T wavelength in copper {2e9*np.pi/k_t:.2f} nm")

C11, C12, C44 = 170e9, 120e9, 75e9   # rough elastic constants of copper, Pa
rho_cu = COPPER[0] * 1e3
slow, fast = np.sqrt((C11 - C12) / 2 / rho_cu), np.sqrt(C44 / rho_cu)
print(f"rough C11, C12, C44 of copper: {C11/1e9:.0f}, {C12/1e9:.0f}, {C44/1e9:.0f} GPa")
print(f"anisotropy: [110] transverse speeds {slow/1e3:.2f}, {fast/1e3:.2f} km/s")
print(f"  ratio of their 1/c^2: {(fast/slow)**2:.2f}")

lattice = 0.36e-9                    # rough lattice constant of copper, m
plane = lattice / 2
k_chain = 2 / plane * np.arcsin(k_t * plane / 2)
f_cut = COPPER[2] * 1e3 / (np.pi * plane)
print(f"lattice constant {lattice*1e9:.2f} nm, plane spacing {plane*1e9:.2f} nm")
print(f"dispersion: wave number raised by {100*(k_chain/k_t-1):.3f} % at the peak")
print(f"  chain cutoff {f_cut/1e12:.2f} THz; spectral peak at 300 K {x_peak*kB*300/h/1e12:.1f} THz")

rough = 0.3e-9
phase = 2 * k_t * rough
print(f"roughness {rough*1e9:.1f} nm: phase {phase:.3f} rad,"
      f" non-specular share {1-np.exp(-phase**2):.3f}")

# Electron damping of L phonons: golden rule, coupling (2/3)E_F div u.
# Phase space of a Fermi sphere (k_F = m = hbar = 1) counted on a grid.
q_el, window, N = 0.3, 0.1, 1500
kz = (-0.3 + 0.7 * (np.arange(N) + 0.5) / N)[:, None]
kperp2 = (0.7 + 0.3 * (np.arange(N) + 0.5) / N)[None, :]
gain = kz * q_el + q_el**2 / 2
allowed = (kperp2 + kz**2 < 1) & (kperp2 + (kz + q_el)**2 > 1) & (gain > 0) & (gain < window)
area = allowed.sum() * 0.7 * 0.3 / N**2
phase_space = area * q_el / (2 * np.pi**2 * window**2)
n_el = 4 / lattice**3                # one conduction electron per atom
k_F = (3 * np.pi**2 * n_el)**(1 / 3)
v_F = hbar * k_F / m_e
coupling = 2 / 3 * (hbar * k_F)**2 / (2 * m_e)
c_l = COPPER[1] * 1e3
loss_grid = np.pi * coupling**2 * phase_space * m_e**2 / (rho_cu * hbar**3 * c_l)
loss = np.pi * n_el * m_e * v_F / (6 * rho_cu * c_l)
assert abs(loss_grid / loss - 1) < 0.005  # grid error at the region's edges
path = 100e-9
print(f"electrons: density {n_el:.2e} m^-3, Fermi speed {v_F/1e6:.2f}e6 m/s")
print(f"  L energy loss per wavelength {100*2*np.pi*loss:.2f} %")
print(f"  q times an assumed {path*1e9:.0f} nm electron path: {k_l*path:.1f}")
print("done: every assertion held")
```

Printed output:

```
copper: density 8.9 g/cm3, cL 4.8, cT 2.3 km/s
dielectric: density 4.0 g/cm3, cL 11.0, cT 6.4 km/s
temperature 4.0 K, frequency 0.20 THz, occupation 0.0998
largest reciprocity error, random solids: 1.3e-15
largest energy-balance error, random solids: 2.3e-14
box count, dielectric/copper incident flux: 1.0000
critical angle, T in copper to L in dielectric: 12.07 deg
critical angle, T in copper to T in dielectric: 21.06 deg
RING 4 to 6 deg (T in copper); Cu->diel channels:
 L->L: angles 10.48, 24.63 deg; rings 84.4, 481.5 msr
   tau 0.94697, back 0.94697; flux 1.79901, back 1.79901 W/m2/GHz
 L->SV: angles 10.48, 14.04 deg; rings 84.4, 152.2 msr
   tau 0.05165, back 0.05165; flux 0.10252, back 0.10252 W/m2/GHz
 SV->L: angles 5.00, 24.63 deg; rings 19.1, 481.5 msr
   tau 0.05024, back 0.05024; flux 0.09990, back 0.09990 W/m2/GHz
 SV->SV: angles 5.00, 14.04 deg; rings 19.1, 152.2 msr
   tau 0.94331, back 0.94331; flux 1.79229, back 1.79229 W/m2/GHz
 SH->SH: angles 5.00, 14.04 deg; rings 19.1, 152.2 msr
   tau 0.99035, back 0.99035; flux 1.88598, back 1.88598 W/m2/GHz
RING 14 to 16 deg (T in copper); Cu->diel channels:
 L->SV: angles 32.69, 46.07 deg; rings 284.0, 614.7 msr
   tau 0.44717, back 0.44717; flux 2.45062, back 2.45062 W/m2/GHz
 SV->SV: angles 15.00, 46.07 deg; rings 56.8, 614.7 msr
   tau 0.52996, back 0.52996; flux 2.90190, back 2.90190 W/m2/GHz
 SH->SH: angles 15.00, 46.07 deg; rings 56.8, 614.7 msr
   tau 0.99713, back 0.99713; flux 5.46402, back 5.46402 W/m2/GHz
crossing sum S: from copper 0.168282, from dielectric 0.168282 s2/km2
mean transmission: from copper 0.1271, from dielectric 0.9382
one-way flux: from copper 34942.25, from dielectric 34942.25 W/m2
conductance G at 4.0 K: 34942.3 W/(m2 K) = 0.03494 MW/(m2 K)
net flux, copper 0.1 K warmer: 3627.46 W/m2
spectral peak 0.235 THz, T wavelength in copper 9.78 nm
rough C11, C12, C44 of copper: 170, 120, 75 GPa
anisotropy: [110] transverse speeds 1.68, 2.90 km/s
  ratio of their 1/c^2: 3.00
lattice constant 0.36 nm, plane spacing 0.18 nm
dispersion: wave number raised by 0.056 % at the peak
  chain cutoff 4.07 THz; spectral peak at 300 K 17.6 THz
roughness 0.3 nm: phase 0.385 rad, non-specular share 0.138
electrons: density 8.57e+28 m^-3, Fermi speed 1.58e6 m/s
  L energy loss per wavelength 0.95 %
  q times an assumed 100 nm electron path: 30.8
done: every assertion held
```
